# Free-vacancy fraction for equal dopants and vacancies forming neutral pairs

## 1. The physical situation

When a divalent cation replaces a monovalent one in a rock-salt crystal, its site carries one extra positive charge. The crystal can stay neutral by leaving one cation site empty for each dopant. The empty site has effective charge \(-e\), and it conducts when neighbouring cations hop into it. It is also attracted to the dopant that caused it. A vacancy sitting beside a dopant forms a neutral pair, and a uniform field exerts no net force on a neutral object. The pair can reorient and give a transient polarization, but it carries no steady current. The conductivity therefore depends on the fraction of vacancies that are free.

Let \(c\) be the total number of dopants divided by the number of cation sites. The total vacancy fraction is also \(c\). Let \(p\) be the fraction of sites counted as pairs, one count per pair, and let \(d\) and \(v\) be the site fractions of free dopants and free vacancies. The association constant is defined by

\[
K=\frac{p}{d\,v}. \tag{1}
\]

It is dimensionless because all three concentrations are site fractions. If volume concentrations are used instead, \(K\) acquires the unit of volume, and the product of \(K\) and total concentration is unchanged.

The model makes these assumptions:

- The defects are dilute, and the free ones do not interact.
- A dopant binds at most one vacancy, and pairs do not cluster.
- All vacancies come from the doping.
- Pairing has reached equilibrium.

## 2. Where the association constant comes from

Suppose a vacancy gains energy \(E>0\) on any of the \(z\) cation sites nearest to a dopant and has no interaction elsewhere. Let \(\lambda\) be the statistical weight of placing a vacancy on a distant site, relative to leaving that site occupied by a cation. The probability that a distant site is vacant is \(\lambda/(1+\lambda)\), which is close to \(\lambda\) when vacancies are rare. Nearly all sites are distant from dopants, so \(v\approx\lambda\).

A dopant with no vacancy beside it has weight 1. A dopant with one vacancy beside it has \(z\) arrangements, each of weight \(\lambda e^{E/kT}\). The ratio of paired to free dopants is the ratio of these weights:

\[
\frac{p}{d}=z\lambda e^{E/kT}\approx z\,v\,e^{E/kT}.
\]

Dividing by \(v\) and comparing with (1) gives

\[
K=z\,e^{E/kT}. \tag{2}
\]

This takes the vibrational entropy of association to be zero. An entropy change \(\Delta s\) on pairing would multiply \(K\) by \(e^{\Delta s/k}\). The argument holds for dopants fixed in place, provided they are well separated. It needs mobile vacancies, not mobile dopants.

## 3. The free fraction

Define \(\alpha=v/c\). Each pair removes one vacancy and one dopant from the free populations, and the totals are equal, so

\[
v=d=c-p=\alpha c,\qquad p=(1-\alpha)c.
\]

Insert these in \(p=Kdv\):

\[
(1-\alpha)c=K(\alpha c)^2 .
\]

Division by \(c\) and collection of terms on one side give

\[
Kc\,\alpha^2+\alpha-1=0. \tag{3}
\]

The left side equals \(-1\) at \(\alpha=0\) and \(Kc>0\) at \(\alpha=1\), and it rises steadily between them. There is therefore one root in the physical range. The quadratic formula gives \([-1\pm\sqrt{1+4Kc}]/(2Kc)\), and the lower sign makes \(\alpha\) negative. Hence

\[
\alpha=\frac{\sqrt{1+4Kc}-1}{2Kc}.
\]

Multiply numerator and denominator by \(\sqrt{1+4Kc}+1\). The numerator becomes \((1+4Kc)-1=4Kc\), and cancelling \(2Kc\) leaves

\[
\boxed{\alpha=\frac{2}{1+\sqrt{1+4Kc}}} \tag{4}
\]

This is the form to implement. The earlier form subtracts two nearly equal numbers when \(Kc\) is small and loses digits; (4) has no such subtraction and gives \(\alpha=1\) at \(K=0\).

Equation (3) also solves the inverse problem. If \(\alpha\) is known,

\[
Kc=\frac{1-\alpha}{\alpha^2}. \tag{5}
\]

Setting \(\alpha=1/2\) gives \(Kc=(1/2)/(1/4)=2\). Half the vacancies are free at \(Kc=2\).

Equations (2) and (4) were tested together by a Monte Carlo simulation that uses neither of them. It placed 64 fixed dopants and 64 mobile vacancies on a face-centred cubic lattice of 131072 sites, with \(z=12\). The nearest-neighbour shells of different dopants did not overlap, and double binding was forbidden. For \(E/kT=4\) the simulated free fraction was 0.797 and the formula gives 0.797. For \(E/kT=6\) the values were 0.465 and 0.472. The test required agreement within 0.02, to allow for sampling noise and the finite number of defects.

## 4. Weak and strong association

Write \(x=Kc\). For small \(x\),

\[
\sqrt{1+4x}=1+2x-2x^2+4x^3-\dots
\]

Subtracting 1 and dividing by \(2x\) gives

\[
\alpha=1-x+2x^2-\dots \qquad (x\ll1). \tag{6}
\]

The first correction is the chance that a vacancy is paired when almost all dopants are still free.

For large \(x\), take \(4x\) out of the root:

\[
\sqrt{1+4x}=2\sqrt{x}\left(1+\frac{1}{4x}\right)^{1/2}
=2\sqrt{x}+\frac{1}{4\sqrt{x}}+\dots
\]

Subtracting 1 and dividing by \(2x\) gives

\[
\alpha=\frac{1}{\sqrt{x}}-\frac{1}{2x}+\dots \qquad (x\gg1). \tag{7}
\]

To leading order the free-vacancy site fraction is \(\alpha c\approx\sqrt{c/K}\). The square root appears because breaking one pair releases two free defects, and both can recombine.

## 5. Response to doping and temperature

Take the logarithm of (5):

\[
\ln K+\ln c=\ln(1-\alpha)-2\ln\alpha .
\]

Differentiate with respect to \(\ln\alpha\), using \(d\alpha=\alpha\,d\ln\alpha\):

\[
\frac{d\ln(Kc)}{d\ln\alpha}=-\frac{\alpha}{1-\alpha}-2=-\frac{2-\alpha}{1-\alpha}.
\]

The inverse, at fixed \(c\), is

\[
\frac{\partial\ln\alpha}{\partial\ln K}=-\frac{1-\alpha}{2-\alpha}. \tag{8}
\]

At fixed \(K\) the derivative with respect to \(\ln c\) has the same value, since \(\alpha\) depends only on the product \(Kc\). The free concentration has an extra factor \(c\), which adds 1:

\[
\frac{\partial\ln(\alpha c)}{\partial\ln c}=1-\frac{1-\alpha}{2-\alpha}=\frac{1}{2-\alpha}. \tag{9}
\]

The exponent falls from 1 for weak association to \(1/2\) for strong association. In this model more dopant always gives more free vacancies, with diminishing return.

For the conductivity, let \(N\) be the density of cation sites and \(n=\alpha cN\) the density of free vacancies. A vacancy hops to each of its 12 neighbours at rate \(\Gamma=\nu e^{-E_m/kT}\), where \(\nu\) is the attempt frequency and \(E_m\) the migration energy. A migration entropy \(s_m\) would multiply \(\Gamma\) by \(e^{s_m/k}\). It is set to zero here, so the absolute conductivities and rates below are uncertain by that factor. The hop length is \(a/\sqrt2\), where \(a\) is the cubic lattice constant, so

\[
D=\frac{1}{6}\cdot12\,\Gamma\cdot\frac{a^2}{2}=a^2\nu e^{-E_m/kT}.
\]

A weak field \(F\) changes the rate of a hop with displacement \(x_i\) along the force by the factor \(1+eFx_i/2kT\), because the barrier lies halfway. The drift speed is \(\Gamma(eF/2kT)\sum x_i^2\). By cubic symmetry \(\sum x_i^2\) is one third of the sum of squared hop lengths, so \(\Gamma\sum x_i^2=2D\). The speed is then \(eFD/kT\), and multiplying by \(ne/F\) gives

\[
\sigma=\frac{n e^2D}{kT}. \tag{10}
\]

Let \(\beta=1/kT\). With \(c\), \(N\), \(\nu\), \(E\) and \(E_m\) independent of temperature, \(\ln(\sigma T)=\ln\alpha-\beta E_m+\text{constant}\). From (2), \(d\ln K/d\beta=E\), and (8) then gives the apparent activation energy

\[
E_{\rm app}=-\frac{d\ln(\sigma T)}{d\beta}=E_m+E\,\frac{1-\alpha}{2-\alpha}. \tag{11}
\]

It tends to \(E_m\) when nearly all vacancies are free and to \(E_m+E/2\) when nearly all are paired. An Arrhenius plot of \(\sigma T\) is therefore curved between the two limits.

## 6. Worked example at 600 K

The parameters are rough values in the regime of sodium chloride with a divalent dopant: \(c=2.0\times10^{-5}\) (20 ppm), \(z=12\), \(E=0.50\) eV, \(E_m=0.70\) eV, \(a=0.564\) nm and \(\nu=5\times10^{12}\) Hz. There are four cation sites per cubic cell, so \(N=4/a^3=2.230\times10^{22}\ \mathrm{cm^{-3}}\).

At 600 K, \(kT=0.05170\) eV and \(E/kT=9.670\). Then

\[
K=12\times1.5842\times10^4=1.901\times10^5,\qquad Kc=3.802,
\]

\[
\alpha=\frac{2}{1+4.026}=0.398 .
\]

About 40% of the vacancies are free. Their density is

\[
n=0.3979\times4.459\times10^{17}=1.774\times10^{17}\ \mathrm{cm^{-3}}.
\]

The diffusion coefficient is \(D=2.098\times10^{-8}\ \mathrm{cm^2/s}\). In (10), one factor \(e\) cancels when \(kT\) is expressed in eV:

\[
\sigma=\frac{(1.774\times10^{17})(1.602\times10^{-19})(2.098\times10^{-8})}{0.05170}
=1.15\times10^{-8}\ \mathrm{S/cm}.
\]

The doping exponent (9) is \(1/1.602=0.624\): at fixed temperature, 1% more dopant gives about 0.6% more free vacancies. The apparent activation energy is \(0.70+0.50\times0.6021/1.6021=0.888\) eV.

With all parameters except temperature held fixed:

| \(T\) (K) | \(Kc\) | \(\alpha\) | \(\sigma\) (S/cm) | \(E_{\rm app}\) (eV) |
|---|---|---|---|---|
| 400 | 479 | 0.045 | 2.2e-12 | 0.944 |
| 600 | 3.80 | 0.398 | 1.2e-8 | 0.888 |
| 700 | 0.955 | 0.626 | 1.1e-7 | 0.836 |
| 900 | 0.151 | 0.882 | 1.6e-6 | 0.753 |

At 400 K the leading term of (7) gives 0.046, close to the full result. At 600 K it gives 0.51, which is 29% above the full 0.398. The crossover region needs (4).

## 7. When thermal vacancies matter

At high temperature the crystal also creates cation and anion vacancies together, as Schottky disorder. Let \(y\) be the anion-vacancy site fraction. Equilibrium fixes the product

\[
vy=P=e^{s/k}e^{-h/kT},
\]

where \(h\) and \(s\) are the formation enthalpy and entropy. Dopant conservation, \(c=d+Kdv\), gives \(d=c/(1+Kv)\). Free dopants and anion vacancies are positive, and free cation vacancies are negative, so neutrality requires

\[
v=\frac{c}{1+Kv}+\frac{P}{v}. \tag{12}
\]

For \(P=0\) this becomes \(Kv^2+v=c\), which is (3) with \(v=\alpha c\). For \(P>0\) it is a cubic equation in \(v\), solved numerically here, and the total numbers of dopants and cation vacancies are no longer equal.

With rough values \(h=2.4\) eV and \(s=9k\), the free cation-vacancy concentration changes negligibly at 600 K. It rises by 2% at 800 K and by 55% at 900 K, relative to \(\alpha c\) from (4). The slope is affected sooner than the concentration. With \(v\) from (12), the apparent activation energy of the cation-vacancy conductivity is 0.83 eV at 800 K instead of 0.79 eV, and 1.37 eV at 900 K instead of 0.753 eV. The 900 K row of the table, and the approach of \(E_{\rm app}\) to \(E_m\), therefore describe the doping-only model, not a complete estimate for such a crystal.

## 8. Interactions between free defects

**Screening.** Each free defect attracts a cloud of opposite charge, which lowers its energy and weakens association. Let \(\epsilon\) be the permittivity and define the Bjerrum length \(l_B=e^2/(4\pi\epsilon kT)\). Two free species of density \(n\) give the inverse screening length \(\kappa\) through \(\kappa^2=8\pi l_Bn\). This assumes that the dopants, as well as the vacancies, have had time to rearrange; dopants frozen in random positions need a separate treatment.

In linear Debye–Hückel theory, the potential around a charge \(e\) beyond a closest distance \(R\) is \(Ae^{-\kappa r}/r\). Inside \(R\) it is \(e/(4\pi\epsilon r)+B\). Equal fields at \(R\) require \(A(1+\kappa R)e^{-\kappa R}=e/(4\pi\epsilon)\). Equal potentials then give

\[
B=\frac{e}{4\pi\epsilon R}\left(\frac{1}{1+\kappa R}-1\right)=-\frac{e\kappa}{4\pi\epsilon(1+\kappa R)} .
\]

\(B\) is the potential of the cloud at the defect. It grows in proportion to the charge as the charge is built up, so the free-energy change is \(eB/2\), and the activity coefficient \(\gamma\) obeys

\[
\ln\gamma=-\frac{l_B\kappa}{2(1+\kappa R)}. \tag{13}
\]

Mass action becomes \(p=K\gamma^2dv\), with the neutral pair left uncorrected. Since \(\kappa\) depends on \(\alpha\), equations (3) and (13) are solved together with \(K\) replaced by \(K\gamma^2\).

For relative permittivity 6 and \(R=a\), the 600 K example has \(l_B=4.64\) nm and a screening length of 6.15 nm. The effective constant is \(0.501K\), and \(\alpha\) rises from 0.398 to 0.508. Because \(l_B\) is much larger than \(R\), the linear theory is unreliable at short distances. The result sizes the effect and is not a refined value. At fixed permittivity the same correction raises the doping exponent at 600 K from 0.62 to 0.75 and lowers \(E_{\rm app}\) from 0.888 to 0.865 eV. The cloud also lags behind a moving vacancy and lowers its mobility; equation (10) leaves this out.

**Loose pairs.** Vacancies beyond the nearest shell are still attracted. The weight \(r^2e^{l_B/r}\) of a pair at separation \(r\) is smallest at \(r=l_B/2\), a conventional boundary between bound and free. Summing \(e^{l_B/r}\) over lattice sites beyond the nearest shell and out to 2.32 nm adds \(0.376K\) to the association constant and lowers \(\alpha\) to 0.352. This sum uses the bare Coulomb energy, which at the nearest distance would be 0.602 eV instead of the adopted 0.50 eV. The two estimates draw the line between free and bound differently, so their shifts should not be added. With one common boundary, loose pairs counted out to \(l_B/2\) and \(R=l_B/2\) in (13), \(\alpha\) is 0.43. Moving that boundary from \(l_B/4\) to \(l_B\) moves \(\alpha\) from 0.45 to 0.39.

## 9. The model beside a real crystal

For divalent-doped sodium chloride, a binding energy of some tenths of an eV and a migration energy near 0.7 eV are typical in rough terms. A doping of 20 ppm is light, and was chosen to limit interactions. Even so, the assumption of non-interacting free defects is only rough: the separate estimates above move \(\alpha\) at 600 K from 0.40 to 0.51 or 0.35. The association entropy matters as much. A change of \(+1k\) gives \(\alpha=0.27\), and \(-1k\) gives 0.56. Changing \(E\) by 0.05 eV has nearly the same effect, since that is close to \(kT\) at 600 K. With inputs this rough, the value 0.40 illustrates partial association and is not a prediction to one significant figure.

Site blocking is negligible here. Removing each dopant and its 12 neighbours from the distant sites raises the effective \(K\) by a relative amount of about \(13c\), and (8) turns this into a relative change in \(\alpha\) of \(-1.0\times10^{-4}\).

Pair clustering could matter. Let dimers have site fraction \(K_2p^2\). One tenth of the pairs are in dimers when \(2K_2p=1/9\). Keeping \(p=(1-\alpha)c\) from the main result, this requires a dimer free-energy gain \(kT\ln K_2=0.436\) eV. Precipitation of a dopant-rich phase would also lower the dissolved \(c\); it is not estimated here.

Equilibrium can fail on cooling, because free vacancies need time to find free dopants. Coulomb attraction speeds up the search. Let \(n(r)\) be the vacancy density at distance \(r\) from a free dopant. With the unscreened energy \(-kT\,l_B/r\), the steady inward flow \(J\) is the same through every sphere:

\[
J=4\pi r^2D\left(\frac{dn}{dr}+\frac{l_B n}{r^2}\right),
\qquad
\frac{d}{dr}\left(n e^{-l_B/r}\right)=\frac{J}{4\pi D}\,\frac{e^{-l_B/r}}{r^2}.
\]

Integrate from a small capture distance, where \(n=0\), to far away, where \(n=n_\infty\). If the capture distance is much shorter than \(l_B\), the result is \(J=4\pi Dl_Bn_\infty\). A free vacancy among free dopants of density \(\alpha cN\) is therefore captured at the rate \(4\pi Dl_B\alpha cN=16\pi(l_B/a)\Gamma\alpha c\), using \(D=a^2\Gamma\) and \(N=4/a^3\).

When nearly all vacancies are paired, a small surplus of free vacancies decays at about twice this rate, because free vacancies and free dopants disappear together. At 300 K, \(\Gamma\approx8.7\ \mathrm{s^{-1}}\), \(\alpha\approx0.004\) and \(l_B\approx9.3\) nm for relative permittivity 6. The decay rate is then about \(1.2\times10^{-3}\ \mathrm{s^{-1}}\), a time of roughly a quarter of an hour. It lengthens quickly on further cooling, because \(\Gamma\) and \(\alpha\) both fall. Cooling that is fast compared with this relaxation leaves more free vacancies than (4) predicts. Equation (4) should not be used at room temperature for these parameters without considering the cooling history.

Equation (4) also requires equal total numbers. It does not apply to an oxide in which two dopants are compensated by one doubly charged vacancy: a pair of one dopant and one vacancy is then charged, and the free populations differ. The main numerical values for the example are in the numerical output below.

## Computed results

```
TESTS ON THE LATTICE
Simulation: sites 131072, dopants 64, site fraction 4.883e-04
E/kT = 4: free fraction simulated 0.797, formula 0.797
E/kT = 6: free fraction simulated 0.465, formula 0.472
K*c at which half the vacancies are free: 2.0000
EXAMPLE INPUTS (rough)
Dopant site fraction c = 2.0e-05; pair orientations z = 12
Binding energy 0.50 eV; migration energy 0.70 eV
Lattice constant 0.564 nm; relative permittivity 6.0
Attempt frequency 5.0e+12 Hz
Schottky enthalpy 2.4 eV; entropy 9 k
Cation site density 2.230e+22 cm^-3
Total vacancy density 4.459e+17 cm^-3
MAIN RESULT AT 600 K
kT = 0.05170 eV; E/kT = 9.670
exp(E/kT) = 1.5842e+04; K = 1.9011e+05; K*c = 3.8021
sqrt(1+4Kc) = 4.0260
Free fraction alpha = 0.3979; paired fraction = 0.6021
Mass-action check: (1-alpha)/alpha^2 = 3.8021
Free-vacancy density 1.774e+17 cm^-3
Doping exponent 1/(2-alpha) = 0.624
Vacancy diffusion coefficient 2.098e-08 cm^2/s
Conductivity 1.154e-08 S/cm
Apparent activation energy of sigma*T 0.888 eV
TABLE: T (K), K, K*c, alpha, sigma (S/cm), activation energy (eV),
       ratio of free vacancies with/without Schottky disorder
400  2.393e+07  4.786e+02  0.0447  2.231e-12  0.944  1.0000
500  1.315e+06  2.630e+01  0.1769  4.104e-10  0.926  1.0000
600  1.901e+05  3.802e+00  0.3979  1.154e-08  0.888  1.0000
700  4.776e+04  9.551e-01  0.6259  1.076e-07  0.836  1.0002
800  1.695e+04  3.389e-01  0.7890  5.062e-07  0.787  1.0200
900  7.569e+03  1.514e-01  0.8822  1.555e-06  0.753  1.5498
NEGLECTED EFFECTS AT 600 K
Bjerrum length 4.64 nm; Debye length 6.15 nm (self-consistent)
Screening: K multiplied by 0.501; alpha = 0.5082
Bare Coulomb energy at nearest distance 0.602 eV
Loose pairs out to 2.32 nm: added K / K = 0.376; alpha = 0.3519
Site blocking: relative change of alpha -1.0e-04
Association entropy +1 k: alpha = 0.2664; -1 k: alpha = 0.5605
Dimer free-energy gain for 10% of pairs in dimers 0.436 eV
Pair break-up rate per exit path: 4.16e+02 1/s at 600 K, 3.47e-08 1/s at 300 K
```
